# Linear longitudinal phonon of a gated two-dimensional Wigner crystal

## Result

Electrons of charge $-e$, mass $m$ and areal density $n$ form a triangular Wigner crystal of spacing $a$. A flat grounded metal gate lies at distance $d$, well above $a$, and a uniform dielectric of constant $\kappa$ fills the space around the electrons. Define

$$A=\frac{e^2}{4\pi\epsilon_0\kappa}.$$

For wave numbers $qa\ll1$ the longitudinal phonon obeys

$$\omega_L^2=\frac{2\pi nA}{m}\,q\left(1-e^{-2qd}\right)-\frac{5|E_0|}{8m}\,q^2. \tag{1}$$

Here $E_0<0$ is the electrostatic energy per electron of the ungated crystal with a uniform neutralizing background. When $qd\ll1$, equation (1) becomes linear:

$$\omega_L= sq,\qquad s^2=\frac{4\pi nAd}{m}-\frac{5|E_0|}{8m}. \tag{2}$$

Without the gate, $d\to\infty$ at fixed $q$ and $\omega_L\propto\sqrt q$ down to $q=0$. With the gate, the square root survives in the window $1/d\ll q\ll1/a$, which is open only when $d/a$ is very large. A distant gate therefore changes the law at wavelengths long compared with $d$.

Both derivations treat small classical displacements in the plane. They assume no magnetic field, pinning or damping, an ideal gate that responds instantly, and no retardation.

## First derivation: forces between lattice sites

**Interaction.** The grounded plane acts on the electrons as an image of charge $+e$ at distance $2d$ from the layer, below each electron. Two electrons a lateral distance $r$ apart have the interaction energy

$$v(r)=A\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right].$$

The energy of an electron with its own image does not depend on its lateral position and gives no in-plane force.

We need the two-dimensional Fourier transform $F(z)$ of $1/\sqrt{r^2+z^2}$. This function satisfies Laplace's equation for $z>0$, so $F''=q^2F$, and the decaying solution is $F=Ce^{-qz}$. Its slope fixes $C$. The function $-\partial_z(r^2+z^2)^{-1/2}=z/(r^2+z^2)^{3/2}$ has area integral $2\pi$ for every $z>0$ and shrinks to the origin as $z\to0$. Hence $qC=2\pi$, and

$$\tilde v(q)=\frac{2\pi A}{q}\left(1-e^{-2qd}\right). \tag{3}$$

**Equation of motion.** Let $\mathbf u_i$ be the displacement from site $\mathbf R_i$. The undisplaced lattice is in equilibrium because forces from opposite sites cancel. To second order the energy change is

$$\delta U=\frac14\sum_{i\ne j}(u_i-u_j)_a(u_i-u_j)_b\,\partial_a\partial_b v(\mathbf R_i-\mathbf R_j),$$

with repeated indices summed. Differentiating with respect to $u_{i,a}$ doubles the result, since each pair occurs twice in the sum, and the square gives another factor of two:

$$m\ddot u_{i,a}=-\sum_{j\ne i}\partial_a\partial_b v(\mathbf R_i-\mathbf R_j)(u_i-u_j)_b.$$

For $\mathbf u_i\propto e^{i\mathbf q\cdot\mathbf R_i-i\omega t}$ this gives $\omega^2u_a=D_{ab}u_b$. The sites $\pm\mathbf R$ combine to leave a cosine:

$$D_{ab}=\frac1m\sum_{\mathbf R\ne0}\left[1-\cos(\mathbf q\cdot\mathbf R)\right]\partial_a\partial_b v(\mathbf R). \tag{4}$$

**Continuum part.** Write the sum over $\mathbf R\ne0$ as $n\int d^2r$ plus a remainder. For any function $f$, let

$$\Delta[f]=\sum_{\mathbf R\ne0}f(\mathbf R)-n\int d^2r\,f(\mathbf r).$$

In the integral, put $w=1-\cos(\mathbf q\cdot\mathbf r)$ and integrate by parts twice outside a small disc of radius $\rho$. Near the origin $w\sim\rho^2$, $\partial w\sim\rho$, $v\sim1/\rho$ and $\partial v\sim1/\rho^2$, so both boundary terms vanish as $\rho\to0$. At large distance they vanish because $v\sim r^{-3}$. Therefore

$$\int w\,\partial_a\partial_b v\,d^2r=\int v\,\partial_a\partial_b w\,d^2r=q_aq_b\tilde v(q).$$

This contributes $(n/m)q^2\tilde v(q)$ to the longitudinal $\omega^2$, which is the first term of equation (1).

**Why the remainder starts at $q^2$.** Split $1/r$ into $\mathrm{erfc}(\alpha r)/r$ and $\mathrm{erf}(\alpha r)/r$, with $1/\alpha$ of order $a$. The first piece has short range, so its contribution can be expanded in $q$ under the sum and integral. The second piece is smooth at the origin. Its transform follows from $\mathrm{erf}(\alpha r)/r=(2/\sqrt\pi)\int_0^\alpha e^{-p^2r^2}dp$ and equals $(2\pi/k)\,\mathrm{erfc}(k/2\alpha)$. The image potential is also smooth. Together they form a function $g$ with

$$\tilde g(k)=\frac{2\pi A}{k}\left[\mathrm{erfc}\!\left(\frac{k}{2\alpha}\right)-e^{-2kd}\right].$$

The factor $1-\cos(\mathbf q\cdot\mathbf R)$ is zero at $\mathbf R=0$, so that site may be added to the sum for $g$. Poisson summation then gives this part of the remainder as

$$\frac nm\sum_{\mathbf G\ne0}\left[(q+G)_a(q+G)_b\,\tilde g(|\mathbf q+\mathbf G|)-G_aG_b\,\tilde g(G)\right].$$

The term $\mathbf G=0$ was the continuum integral. The others are analytic near $q=0$. The whole remainder vanishes at $q=0$ and is even in $\mathbf q$, so it starts at order $q^2$.

The gate enters it through $e^{-2Gd}$. With the shortest reciprocal vector $G_1=4\pi/(\sqrt3a)$, its effect carries the factor $e^{-2G_1d}$ and can be dropped for $d$ well above $a$. The remainder is then that of the ungated crystal.

**The coefficient of $q^2$.** Expanding the cosine and using

$$\partial_a\partial_b\frac1r=\frac{3r_ar_b}{r^5}-\frac{\delta_{ab}}{r^3}$$

leaves $\Delta[\tfrac12(\mathbf q\cdot\mathbf r)^2\,\partial_a\partial_b(A/r)]$. Its terms fall off as $1/r$, so $\Delta$ is taken with a factor $e^{-tr^2}$ and then $t\to0$. This is legitimate because the factor merely smears the Fourier transform over a width of order $\sqrt t$, and the transform is smooth at every $\mathbf G\neq0$.

Sixfold symmetry removes angular harmonics of order two and four. Averages over a shell of sites therefore equal averages over a circle:

$$\langle r_ar_b\rangle=\frac{r^2}{2}\delta_{ab},$$

$$\langle r_ar_br_cr_d\rangle=\frac{r^4}{8}(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).$$

With $S=\Delta[1/r]$, the remainder becomes

$$D^{\rm loc}_{ab}=\frac{AS}{2m}\left[\frac38(q^2\delta_{ab}+2q_aq_b)-\frac12q^2\delta_{ab}\right]$$

$$\phantom{D^{\rm loc}_{ab}}=\frac{AS}{2m}\left[-\frac18q^2\delta_{ab}+\frac34q_aq_b\right]. \tag{5}$$

The number $S$ also fixes the static energy. Per electron, repulsion between electrons gives $\frac12\sum A/R$, attraction to the background gives $-n\int A/r$, and the background's self-energy gives $+\frac12n\int A/r$. Their sum is $E_0=AS/2$. Numerically $Sa=-4.2134$, or $|E_0|=1.9605\,A\sqrt n$.

Along $\mathbf q$ the bracket in equation (5) is $\frac58q^2$, so the longitudinal term is $5ASq^2/(16m)=-5|E_0|q^2/(8m)$. This completes equation (1). Perpendicular to $\mathbf q$ the bracket is $-\frac18q^2$, which gives the shear mode

$$\omega_T^2=\frac{|E_0|}{8m}q^2.$$

The shear mode is linear with or without the gate because it carries no long-wavelength charge.

A direct calculation of the forces in a lattice carrying a small frozen longitudinal wave tests equation (1). For $d=5a$ and $qa=0.02$, $0.06$ and $0.2$, the largest relative difference in $\omega_L^2$ is $1.2\times10^{-5}$ for a wave directed 0.3 rad from a lattice row. The neglected next order depends on direction and reaches $2.5\times10^{-5}$ at $qa=0.2$ for a wave perpendicular to the rows.

## Second derivation: a charged elastic sheet

Now regard the crystal as a sheet with displacement $u(x,t)$ along $x$. Its smooth charge produces a field that is found from the boundary conditions. The short-range arrangement of the electrons supplies an elastic modulus.

**Field of a compression.** Conservation of electrons gives $\delta n=-n\,\partial_xu$, so the extra surface charge is $\sigma=-e\,\delta n=en\,\partial_xu$. For a wave $e^{iqx}$, put the sheet at $z=0$ and the gate at $z=-d$. The potential that vanishes on the gate, decays above the sheet and is continuous at the sheet is

$$\phi=\phi_0\frac{\sinh q(z+d)}{\sinh qd}\quad(-d<z<0),$$

$$\phi=\phi_0e^{-qz}\quad(z>0).$$

Gauss's law at the sheet reads $\epsilon_0\kappa[\phi'(0^-)-\phi'(0^+)]=\sigma$. Hence $\epsilon_0\kappa q\phi_0(\coth qd+1)=\sigma$. Since $1+\coth qd=2/(1-e^{-2qd})$,

$$\phi_0=\frac{\sigma}{2\epsilon_0\kappa q}\left(1-e^{-2qd}\right). \tag{6}$$

The force on an electron is $+e\,\partial_x\phi$. With $\sigma=ienqu$, it is

$$ieq\phi_0=-\frac{ne^2q}{2\epsilon_0\kappa}\left(1-e^{-2qd}\right)u.$$

Setting this equal to $-m\omega^2u$ and using $e^2/(2\epsilon_0\kappa)=2\pi A$ recovers the first term of equation (1).

Equation (6) shows the physical change. For $qd\gg1$ the potential is $\sigma/(2\epsilon_0\kappa q)$, which grows with wavelength at fixed charge. For $qd\ll1$ it is $\sigma d/(\epsilon_0\kappa)$, the voltage of a parallel-plate capacitor. The opposite charge on the gate has cancelled the long-range field. The remaining potential depends on the local density, as in a medium of finite compressibility. Charge and force each bring one gradient, so $\omega^2\propto q^2$.

**Local modulus.** The smooth field omits the energy of the discrete arrangement. Let $W(\eta)$ be that energy per electron when the lattice is stretched uniformly by $\eta=\partial_xu$ along $x$. It is half the sum of $A/R'$ over stretched sites, minus the corresponding integral at the stretched density. Changing variables back to the original lattice turns it into $\frac A2\Delta[1/r']$, where

$$r'^2=r^2+(2\eta+\eta^2)r^2\cos^2\theta.$$

Expanding the inverse square root to second order gives

$$\frac1{r'}=\frac1r\left[1-\eta\cos^2\theta-\frac{\eta^2}{2}\cos^2\theta+\frac{3\eta^2}{2}\cos^4\theta\right].$$

Stretching the cutoff adds terms proportional to $tre^{-tr^2}$ and $t^2r^3e^{-tr^2}$. Their sum-minus-integral vanishes as $t\to0$, because the factors multiplying $t$ and $t^2$ stay finite. The averages $\langle\cos^2\theta\rangle=\frac12$ and $\langle\cos^4\theta\rangle=\frac38$ then give

$$W=E_0\left(1-\frac\eta2+\frac5{16}\eta^2\right).$$

The linear term sums to zero over a wavelength. The quadratic energy per area is $\frac12M(\partial_xu)^2$, with

$$M=nW''(0)=\frac58nE_0=-\frac58n|E_0|.$$

The elastic force per area is $M\partial_x^2u=-Mq^2u$. Dividing by the mass density $nm$ adds $Mq^2/(nm)=-5|E_0|q^2/(8m)$ to $\omega_L^2$. Equation (1) follows again.

The negative $M$ does not make the crystal unstable here. It is one part of the total stiffness, and for $d$ well above $a$ the positive capacitor term is much larger.

## What each derivation assumes

The first derivation starts from individual electrons. Its equation (4) holds for harmonic motion at any wave number, and $qa\ll1$ enters only when the remainder is expanded. It also shows how the approximation fails as the gate approaches: terms in $e^{-2Gd}$ then alter the local forces. At $d=0.7a$ and $qa=0.2$, the six shortest reciprocal vectors reproduce the gate's change to the transverse remainder to about 0.1%.

The second derivation assumes from the start that the strain varies slowly, so that each region has the energy of a uniformly strained lattice. It cannot give the phonon near the zone boundary. In return, its field calculation uses the density, charge and mass but no crystalline order. Corrections to the classical lattice energy, such as zero-point motion, enter through $M$.

Both need an instantaneous gate and free sliding. If pinning supplies a uniform restoring force $-m\omega_0^2u$, it adds $\omega_0^2$ to equation (1), and at long wavelength

$$\omega_L^2=\omega_0^2+s^2q^2.$$

A crystal locked to a moire potential thus has a gap at $q=0$. Linear dispersion can appear only where $sq\gg\omega_0$ and $qd\ll1$ hold together.

## The two limits and the crossover

For small $qd$, $1-e^{-2qd}=2qd-2(qd)^2+\cdots$. Equation (1) becomes

$$\omega_L^2=s^2q^2-\frac{4\pi nAd^2}{m}q^3+\cdots,$$

and taking the square root gives

$$\omega_L=sq\left[1-\frac{qd}{2}\,\frac{4\pi nAd}{ms^2}+\cdots\right]. \tag{7}$$

The last fraction is close to one for a distant gate, so the relative departure from a straight line is about $qd/2$.

For large $qd$ the exponential disappears:

$$\omega_L^2=\frac{2\pi nA}{m}q\,(1-\beta q),\qquad \beta=\frac{5|E_0|}{16\pi nA}=\frac{0.195}{\sqrt n}.$$

The square-root law needs $\beta q\ll1$ as well as $qd\gg1$.

Between the limits, define the local exponent $p=d\ln\omega_L/d\ln q$. Without the small local term,

$$p=\frac12\left[1+\frac{2qd}{e^{2qd}-1}\right].$$

It falls from 1 to $\frac12$ and passes $0.75$ at $qd=0.628$, or a wavelength of about $10d$.

## A dilute layer in a gated device

Take $n=10^{11}\ \mathrm{cm^{-2}}$, $m=0.6$ electron masses, $\kappa=4.5$ and $d=300$ nm. The spacing is $a=34.0$ nm, so $d/a=8.8$. The gate's correction to the local forces carries the factor $e^{-2G_1d}\approx10^{-56}$ and is negligible.

Since $4\pi A=e^2/(\epsilon_0\kappa)$, the gate term alone gives the speed

$$\sqrt{\frac{e^2nd}{\epsilon_0\kappa m}}=595\ \mathrm{km/s}.$$

The local term lowers $s^2$ by the fraction

$$\frac{5|E_0|}{32\pi nAd}=\frac{5(1.9605)}{32\pi\sqrt n\,d}=0.0103,$$

where $\sqrt n\,d=9.49$. Thus $s=595\sqrt{1-0.0103}=592$ km/s. The classical shear speed is 27 km/s. At this density the leading zero-point correction, from the strain dependence of the harmonic zero-point energy, lowers the shear modulus by about 37% and the shear speed to about 21 km/s; it changes $s$ by only 0.08%.

At $qd=0.01$ the phonon energy is 0.0129 meV with the gate and 0.0922 meV without it, all other parameters being fixed. At $qd=3$ the two energies are 1.546 and 1.548 meV: the gate has almost ceased to matter. The exponent there is 0.475, slightly below one half. The crossover formula gives 0.507, while the factor $1-\beta q$ lowers the exponent by about $\beta q/2=0.03$, which accounts for the difference. At this $d/a$ the exponent passes through one half without settling there, so the device has no clear square-root window.

If the edges of a 20 µm device select $q=\pi/L$, where $L$ is its length, then $qd=0.047$ and the lowest mode has frequency 14.4 GHz, or energy 0.060 meV. It lies 2.3% below $sq$, close to the $qd/2$ of equation (7).

These numbers assume that the dielectric also fills the space above the layer. Many devices have only a thin cap there. With a 30 nm cap and vacuum beyond it, $s$ is unchanged, but the lowest mode moves to 14.7 GHz, only 0.6% below $sq$, and the energy at $qd=1$ rises from 0.848 to 1.014 meV.

These are rough parameters for a gated monolayer semiconductor. Neglecting pinning and damping is a strong assumption. A pinning energy of 0.027 meV raises the lowest mode by 10%, and the undamped frequency of that mode times the scattering time reaches one only if the mobility reaches about $3\times10^4\ \mathrm{cm^2/Vs}$. Below about half that mobility it is overdamped. Layered dielectrics are also anisotropic. If the permittivity along the layers is twice that across them, with their geometric mean held at 4.5, the speed rises by 19%, because the capacitor field points across the layers.

The other neglected effects have different weights:

- **Quantum motion.** Let $r_0=1/\sqrt{\pi n}$ be the radius of a disc that holds one electron on average. Its ratio to the effective Bohr radius is $r_s=45$, on the crystal side of the rough quantum melting range of 30 to 40. The root-mean-square zero-point displacement in the harmonic approximation is $0.27a$, which is not small. The local term is therefore an estimate, but a change as large as the term itself would move $s$ by about 0.5%.
- **Temperature.** At 0.3 K the Coulomb energy $A\sqrt{\pi n}$ is 694 times $k_BT$, far above the rough classical melting value of 130. This criterion ignores zero-point motion, which lowers the melting temperature at densities near quantum melting, so it does not by itself show that the layer is solid.
- **Gate and light.** An assumed field penetration of 0.1 nm into a metal of unit background permittivity adds $\kappa\times0.1$ nm $=0.45$ nm to $d$ and changes $s$ by 0.08%. Retardation enters through $(s\sqrt\kappa/c)^2=1.8\times10^{-5}$. The static gate field is 0.04 MV/cm, well below the breakdown field of a good insulator, which is roughly a few MV/cm.

The numerical output gives the phonon energies across the crossover.

## Numbers as computed

```
S times a = -4.21342 (dimensionless)
|E0| / (A sqrt(n)) = 1.96052 (dimensionless)
largest frozen-wave error in w_L^2 = 1.2e-05 (relative)
gate shift / six-vector value, d=0.7a = 1.0013
density n = 1.0e+11 cm^-2
mass = 0.60 electron masses
dielectric constant = 4.5
gate distance d = 300 nm
device length = 20 um
temperature = 0.3 K
lattice spacing a = 33.98 nm
d/a = 8.83
static energy |E0| = 19.84 meV per electron
log10 exp(-2 G1 d) = -55.6
speed from gate term alone = 594.7 km/s
local reduction of s^2 = 1.03 %
longitudinal speed s = 591.6 km/s
shear speed = 27.0 km/s
continuum exponent 0.75 at q d = 0.628
q d | q (1/um) | gated, ungated, s q (meV) | gated exponent
0.01 |  0.0333 | 0.0129, 0.0922, 0.0130 | 0.995
0.10 |  0.3333 | 0.1235, 0.2914, 0.1298 | 0.951
0.30 |  1.0000 | 0.3371, 0.5038, 0.3894 | 0.863
1.00 |  3.3333 | 0.8476, 0.9130, 1.2980 | 0.648
3.00 | 10.0000 | 1.5459, 1.5479, 3.8940 | 0.475
lowest device mode: q d = 0.0471
lowest device mode: frequency = 14.44 GHz
lowest device mode: energy = 0.0597 meV
its shortfall from s q = 2.33 %
r_s = 45.0
zero-point rms displacement / a = 0.2745
its mesh shift (20 to 40) = -2.3e-05
Coulomb coupling Gamma = 694
assumed dielectric anisotropy ratio = 2.0
speed change from anisotropy = 19.1 %
assumed gate screening length = 0.1 nm
speed change from gate penetration = 0.076 %
(s / light speed in medium)^2 = 1.8e-05
gate field = 0.0402 MV/cm
pinning energy for 10 % shift = 0.0274 meV
mobility for w tau = 1 in lowest mode = 3.23e+04 cm^2/Vs
```
